# Casimir–Polder C6 from the RPA Energy of Two Separated Fragments

## The result

Consider two closed-shell fragments A and B with nonzero orbital gaps, so far apart that their orbitals do not overlap. To second order in the Coulomb coupling between them, and at leading order in \(1/R\), the direct random-phase approximation (RPA) gives

\[
E_{\rm int}\simeq-\frac{C_6}{R^6},\qquad
C_6=\frac{3}{\pi}\int_0^\infty du\,\tilde\alpha_A(iu)\,\tilde\alpha_B(iu). \tag{1}
\]

Here \(\tilde\alpha_X(iu)\) is the isotropic dipole polarizability of the isolated fragment X at imaginary frequency, screened by the Hartree interaction among that fragment's own electrons. The coupling between fragments is treated to second order, but the interaction inside each fragment is not expanded. Equation (1) holds for isotropic fragments, or after independent averages over the orientations of anisotropic ones; at fixed orientation it is replaced by (21). \(E_{\rm int}\) is the correlation energy of interaction with the orbitals held at those of the isolated fragments, and permanent moments add further terms, discussed below.

Hartree atomic units are used. The Coulomb interaction is instantaneous, so \(R\) must stay well below \(c/\Omega\), where \(\Omega\) is a typical excitation energy and \(c\approx137\).

## The RPA energy in a product basis

Let \(\chi_0\) be the density response of noninteracting electrons in the mean-field orbitals, and \(v\) the Coulomb interaction. The direct RPA correlation energy is

\[
E_c=\frac{1}{2\pi}\int_0^\infty du\,{\rm Tr}\left[\ln(1-\chi_0v)+\chi_0v\right]. \tag{2}
\]

For real orbitals, let \(p=(i,a)\) label a pair of one occupied and one virtual orbital, with product \(\rho_p=\varphi_i\varphi_a\) and gap \(D_p=\varepsilon_a-\varepsilon_i>0\). The two spins and the two time orderings give

\[
P_p(u)=2\left[\frac{1}{iu-D_p}+\frac{1}{-iu-D_p}\right]=-\frac{4D_p}{D_p^2+u^2}, \tag{3}
\]

\[
\chi_0(\mathbf r,\mathbf r';iu)=\sum_p\rho_p(\mathbf r)P_p(u)\rho_p(\mathbf r'). \tag{4}
\]

With \(K_{pq}=\iint\rho_p(\mathbf r)\rho_q(\mathbf r')/|\mathbf r-\mathbf r'|\), cyclic invariance of the trace gives \({\rm Tr}(\chi_0v)^n={\rm Tr}(PK)^n\) for every \(n\). Equation (2) therefore becomes a matrix expression, with \(P\) diagonal:

\[
E_c=\frac{1}{2\pi}\int_0^\infty du\,{\rm Tr}\left[\ln(1-PK)+PK\right]. \tag{5}
\]

## Separating the fragments

If \(\varphi_i\) lies on A and \(\varphi_a\) on B, then \(\rho_p\) vanishes everywhere. If \(D_p>0\), \(P_p\) is finite, and such a pair contributes nothing. This condition on cross pairs is an assumption: every virtual level of either fragment must lie above every occupied level of the other, which a gap within each fragment does not guarantee. With PBE orbitals, for instance, the lowest virtual level of F₂ (about −0.22 hartree) lies below the highest occupied level of Be (about −0.21 hartree), so the isolated-fragment occupation is not the lowest filling of the pair's levels. The remaining pairs belong to A or to B:

\[
P=\begin{pmatrix}P_A&0\\0&P_B\end{pmatrix},\qquad
K=\begin{pmatrix}K_A&W\\W^T&K_B\end{pmatrix}, \tag{6}
\]

where \(W\) holds the Coulomb integrals between products on A and products on B.

For identical fragments, the orbitals of the pair may come out as delocalized sums and differences. If both combinations are filled, or both empty, they can be rotated back to localized orbitals of equal energy without changing \(\chi_0\). This fails when one combination is filled and the other empty, as in a stretched electron-pair bond: the gap then closes, and the present derivation does not apply.

The fragment orbitals are taken to be those of the isolated fragments. A constant potential from the neighbour is harmless, because it cancels in \(D_p\). The effect of permanent moments is discussed below.

Define the screened response matrix of fragment X by

\[
\Pi_X=(1-P_XK_X)^{-1}P_X. \tag{7}
\]

This is the response to an external potential when the induced density also acts through its Hartree potential. In operator form, \(\delta n=\chi_X(\delta v_{\rm ext}+v\,\delta n)\) gives \(\delta n=(1-\chi_Xv)^{-1}\chi_X\,\delta v_{\rm ext}\).

Taking the intrafragment factors out of \(1-PK\) on the left gives

\[
1-PK=
\begin{pmatrix}1-P_AK_A&0\\0&1-P_BK_B\end{pmatrix}
\begin{pmatrix}1&-\Pi_AW\\-\Pi_BW^T&1\end{pmatrix}. \tag{8}
\]

The determinant of the last matrix is unchanged by multiplication with a triangular matrix of unit determinant:

\[
\begin{pmatrix}1&\Pi_AW\\0&1\end{pmatrix}
\begin{pmatrix}1&-\Pi_AW\\-\Pi_BW^T&1\end{pmatrix}
=\begin{pmatrix}1-X&0\\-\Pi_BW^T&1\end{pmatrix}, \tag{9}
\]

\[
X=\Pi_AW\Pi_BW^T. \tag{10}
\]

Its determinant is thus \(\det(1-X)\). Using \({\rm Tr}\ln=\ln\det\),

\[
{\rm Tr}\ln(1-PK)=\sum_{Y=A,B}{\rm Tr}\ln(1-P_YK_Y)+{\rm Tr}\ln(1-X). \tag{11}
\]

The other term in (5) is \({\rm Tr}\,PK={\rm Tr}\,P_AK_A+{\rm Tr}\,P_BK_B\). It contains no \(W\), because \(P\) is block diagonal. Subtracting the energies of the isolated fragments leaves

\[
E_{\rm int}=\frac{1}{2\pi}\int_0^\infty du\,{\rm Tr}\ln(1-X). \tag{12}
\]

## Expansion in the coupling

Each factor of \(X\) contains \(W\) twice. From \(\ln(1-X)=-X-X^2/2-\dots\),

\[
E_2=-\frac{1}{2\pi}\int_0^\infty du\,{\rm Tr}\left[\Pi_AW\Pi_BW^T\right], \tag{13}
\]

\[
E_4=-\frac{1}{4\pi}\int_0^\infty du\,{\rm Tr}\,X^2, \tag{14}
\]

and odd orders are absent.

The series converges. The matrix \(K\) has no negative eigenvalue, because the electrostatic self-energy of a charge distribution is nonnegative. Write \(S_X=-\Pi_X\). Equation (7) gives \(S_X^{-1}=(-P_X)^{-1}+K_X\), which is positive definite. The joint matrix

\[
(-P)^{-1}+K=\begin{pmatrix}S_A^{-1}&W\\W^T&S_B^{-1}\end{pmatrix} \tag{15}
\]

is positive definite too, and so is its Schur complement \(S_A^{-1}-WS_BW^T\). Multiplying the latter by \(S_A^{1/2}\) on both sides shows that the eigenvalues of \(S_A^{1/2}WS_BW^TS_A^{1/2}\) are below 1. They are also nonnegative, and they are the eigenvalues of \(X=S_AWS_BW^T\). Every term of the series is therefore zero or negative: within this model, the correlation interaction energy is never positive.

## The dipole term

Let \(\mathbf a\) and \(\mathbf b\) be electron positions measured from the centres of A and B, let \(R\mathbf n\) point from A to B, and put \(\mathbf s=\mathbf b-\mathbf a\). For \(R\) large compared with the fragment sizes,

\[
\frac{1}{|R\mathbf n+\mathbf s|}=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}
+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}+\dots \tag{16}
\]

Occupied and virtual orbitals are orthogonal, so \(\int\rho_p=0\). Any term that depends on \(\mathbf a\) alone, on \(\mathbf b\) alone, or on neither therefore drops out of \(W\). The mixed part of \((\mathbf n\cdot\mathbf s)^2\) is \(-2(\mathbf n\cdot\mathbf a)(\mathbf n\cdot\mathbf b)\), and that of \(s^2\) is \(-2\,\mathbf a\cdot\mathbf b\). The first surviving term is

\[
\frac{\mathbf a\cdot\mathbf b-3(\mathbf n\cdot\mathbf a)(\mathbf n\cdot\mathbf b)}{R^3}
=\sum_{ij}a_iT_{ij}b_j,\qquad
T_{ij}=\frac{\delta_{ij}-3n_in_j}{R^3}. \tag{17}
\]

From here on, \(i,j,k,l\) are Cartesian indices. With \(d^X_{i,p}=\int\rho_p r_i\), where \(r_i\) is measured from the centre of X,

\[
W_{pq}\simeq\sum_{ij}d^A_{i,p}T_{ij}d^B_{j,q}. \tag{18}
\]

The sign in the polarizability follows from the electron charge. A field \(\mathbf F\) adds the potential energy \(+\mathbf F\cdot\mathbf r\), while the dipole moment of the induced density is \(-\int\mathbf r\,\delta n\). Hence

\[
\tilde\alpha^X_{ij}(iu)=-\sum_{pq}d^X_{i,p}\,\Pi_{X,pq}(u)\,d^X_{j,q}. \tag{19}
\]

Insert (18) into (13). Each response matrix is then enclosed by two dipole vectors, and the two minus signs from (19) cancel:

\[
{\rm Tr}[\Pi_AW\Pi_BW^T]\simeq\sum_{ijkl}\tilde\alpha^A_{ik}T_{kl}\tilde\alpha^B_{lj}T_{ji}
={\rm Tr}[\tilde\alpha^AT\tilde\alpha^BT], \tag{20}
\]

\[
E_2\simeq-\frac{1}{2\pi}\int_0^\infty du\,{\rm Tr}\left[\tilde\alpha^AT\tilde\alpha^BT\right]. \tag{21}
\]

With \(\mathbf n\) along \(z\), \(T={\rm diag}(1,1,-2)/R^3\) and \({\rm Tr}\,T^2=6/R^6\). For isotropic fragments the prefactor is \(6/(2\pi)=3/\pi\), which is (1). The same formula holds after independent orientation averages, because each tensor enters (21) linearly and averages to one third of its trace times the unit matrix.

If A is spherical and B is linear, \(T^2={\rm diag}(1,1,4)/R^6\) gives

\[
C_6=\frac{1}{2\pi}\int_0^\infty du\,\tilde\alpha^A\times
\begin{cases}4\tilde\alpha^B_\parallel+2\tilde\alpha^B_\perp,&\text{axis of B along }\mathbf n,\\
\tilde\alpha^B_\parallel+5\tilde\alpha^B_\perp,&\text{axis of B across }\mathbf n.\end{cases} \tag{22}
\]

For fragments with inversion symmetry, parity removes the \(R^{-7}\) term, and the next contribution to \(E_2\) is of order \(R^{-8}\). The dipole part of \(E_4\) contains four factors of \(T\) and scales as \(R^{-12}\).

## What the screening does

Equations (3) and (7) give

\[
\Pi=-\left[{\rm diag}\left(\frac{D^2+u^2}{4D}\right)+K\right]^{-1}
=-4D^{1/2}(M+u^2)^{-1}D^{1/2}, \tag{23}
\]

\[
M=D^2+4D^{1/2}KD^{1/2}, \tag{24}
\]

where \(D\) now denotes the diagonal matrix of gaps. The second form in (23) follows by taking \(\tfrac14D^{-1/2}\) and \(D^{-1/2}\) out of the bracket on its two sides.

Without screening, \(M\) is replaced by \(D^2\). Since \(K\) has no negative eigenvalue, \((M+u^2)^{-1}\) cannot exceed \((D^2+u^2)^{-1}\) as a quadratic form. For the same orbitals, Hartree screening therefore cannot increase the polarizability at any \(u\), nor the isotropic \(C_6\).

Let \(\Omega_m^2\) and \(\mathbf v_m\) be the eigenvalues and eigenvectors of \(M\). The mean polarizability is then

\[
\tilde\alpha(iu)=\sum_m\frac{f_m}{\Omega_m^2+u^2},\qquad
f_m=\frac43\sum_i\left(\mathbf d_i^TD^{1/2}\mathbf v_m\right)^2. \tag{25}
\]

Partial fractions give, for positive \(a\neq b\) and by continuity for \(a=b\),

\[
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)
=\frac{\pi}{2ab(a+b)}. \tag{26}
\]

Equation (1) therefore becomes a sum over the RPA excitations of the separate fragments:

\[
C_6=\frac32\sum_{mn}\frac{f^A_mf^B_n}{\Omega^A_m\Omega^B_n(\Omega^A_m+\Omega^B_n)}. \tag{27}
\]

Suppose instead that (5) is cut off at second order in the whole Coulomb interaction. The integrand is then \(-\tfrac12{\rm Tr}(PK)^2\), whose interfragment part is \(-{\rm Tr}[P_AWP_BW^T]\), because the two orderings of the blocks cancel the factor \(\tfrac12\). This is (13) with \(\Pi\) replaced by \(P\), and it gives a \(C_6\) with bare polarizabilities.

## Permanent moments and the reference orbitals

Equation (12) describes the correlation energy at fixed fragment orbitals. Permanent moments also produce electrostatic and induction energies in the mean-field part. They can further change \(E_c\) by distorting the orbitals. Between two quadrupolar molecules this change can scale as \(R^{-5}\), since that is how the quadratic part of one molecule's quadrupole potential scales at the other. It can then outlast dispersion.

The situation is simpler if A is a neutral spherical atom and B has a quadrupole but no lower moment. Outside its density, A produces no field. The field of B at A scales as \(R^{-4}\), and spherical symmetry removes any energy change of A linear in it. The remaining change is quadratic and scales as \(R^{-8}\).

The screening in (7) contains no exchange-correlation kernel, and \(D\) and \(\rho_p\) come from a chosen mean field. The resulting \(C_6\) is an RPA value for that reference, not the exact coefficient. The missing kernel can matter a great deal. For the Be atom of the example below, adding the exchange kernel to the same Hartree–Fock orbitals (time-dependent Hartree–Fock) gives a static polarizability of 45.8 bohr³ and \(C_6\approx286\) hartree bohr⁶, about twice the direct RPA values and above the bare ones.

## Worked example: Be with Be and with H₂

The reference is Hartree–Fock in an even-tempered Gaussian basis. Be has 10 s, 5 p and 2 d exponents; H has 7 s and 3 p. The H₂ bond length is 1.4 bohr. The values belong to this finite basis, and no basis-set limit is claimed. A larger basis (Be 18 s, 11 p, 7 d, 4 f; H 9 s, 5 p, 3 d) lowers the static polarizabilities of Be by 0.5–0.7%, the Hartree–Fock-based Be···Be \(C_6\) values by about 1% (to 136.2 screened and 254.4 bare), the Be···H₂ values by about 0.5%, and the magnitude of the Be···Be energy at 30 bohr by about 0.8%. It changes the PBE-based values by about 0.1% and raises \(C_{10}\) by a factor of about 2.5. The digits quoted below serve comparisons within the smaller basis.

For Be the static polarizability is 30.70 bohr³ bare and 20.48 bohr³ screened. A finite-field calculation that includes the induced Hartree potential also gives 20.48 bohr³. At \(u=1\) hartree the two values are 3.69 and 3.44 bohr³, so the screening is much weaker there. This agrees with (3): every \(|P_p|\) decreases as \(u\) grows. The limiting \(u^{-2}\) decay of the relative correction sets in only when \(u\) is large compared with the gaps that contribute, here above some tens of hartree; near \(u=1\) hartree the decay is slower.

For Be···Be the frequency integral gives

\[
C_6=137.8\ \text{hartree bohr}^6\quad(82.3\ \text{eV Å}^6), \tag{28}
\]

against a bare value of 256.6 hartree bohr⁶, larger by a factor of \(256.6/137.8=1.86\).

At \(R=30\) bohr, \(R^6=7.29\times10^8\) bohr⁶, and the leading term is

\[
-\frac{137.76}{7.29\times10^8}\ \text{hartree}=-188.97\ \text{nanohartree}. \tag{29}
\]

The full second-order energy (13), without a multipole expansion, is −200.27 nanohartree. A separate RPA calculation on the whole pair, minus the two atoms, also gives −200.27 nanohartree. The difference of 11.30 nanohartree from (29) comes from higher multipoles. A fit of \(E_2\) at 60 and 120 bohr to \(-C_6/R^6-C_8/R^8\) returns 7276 hartree bohr⁸ for \(C_8\). The neglected \(R^{-10}\) term enters this fit: it returns \(C_8+C_{10}(1/60^2+1/120^2)\) and \(C_6-C_{10}/(60\cdot120)^2\). The fitted \(C_6\) of 137.759 against 137.762 puts \(C_{10}\) at the order of \(10^5\), so the fitted \(C_8\) is high by roughly 1%. To that accuracy, \(C_8/R^8\approx7276/(6.561\times10^{11})\) hartree \(\approx11\) nanohartree accounts for most of the difference. All these energies use the instantaneous interaction. With the main RPA excitation at 0.40 hartree, \(c/\Omega\approx340\) bohr, and retardation would weaken the dipole term by about 0.3% (0.6 nanohartree) at 30 bohr and by about 3% at 120 bohr.

For Be···H₂, \(C_6\) is 30.29 hartree bohr⁶ with the molecule along the line of centres and 26.55 hartree bohr⁶ with it across. The average over orientations is

\[
\frac{30.29+2\times26.55}{3}=27.80\ \text{hartree bohr}^6, \tag{30}
\]

which agrees, within the rounding of the inputs, with the 27.79 hartree bohr⁶ obtained from the mean polarizabilities. The weight 2 counts the two perpendicular directions.

The Hartree–Fock interaction at 30 bohr is −0.078 nanohartree along and −0.020 nanohartree across. Induction explains the ratio of about 4. The radial field of a linear quadrupole is proportional to \(P_2(\cos\theta)\), which is 1 along the axis and \(-\tfrac12\) across it; the tangential field vanishes in both directions, and the induction energy is quadratic in the field. Both energies are below 0.2% of the corresponding \(E_2\).

With PBE orbitals, the Be···Be coefficient is 611 hartree bohr⁶ bare and 164 hartree bohr⁶ screened. The bare value is 2.4 times its Hartree–Fock counterpart, while the screened value is 1.19 times its own. In this example screening removes much of the dependence on the reference, but not all of it.

The numerical check also multiplies \(W\) for Be···Be at 30 bohr by 65.9, and by twice that factor, to make the higher orders visible. The remainder beyond \(E_2\) grows with the power 4.02 of the coupling, and at the smaller factor it is 1.005 times the scaled \(E_4\). Both small excesses have the sign expected from the sixth-order term, which is negative like \(E_4\).

## Computed results

```
H2 bond length: 1.4 bohr
Be s: 10 exponents, 0.040 to 423.138 bohr^-2
Be p: 5 exponents, 0.040 to 2.459 bohr^-2
Be d: 2 exponents, 0.060 to 0.180 bohr^-2
H s: 7 exponents, 0.060 to 43.740 bohr^-2
H p: 3 exponents, 0.080 to 0.720 bohr^-2
Be HF energy: -14.56866 hartree
Be RPA energy, plasmon formula: -0.0907166 hartree
Be RPA energy, log integral: -0.0907167 hartree
Be alpha, u=0.0 hartree: bare 30.6992, RPA 20.4847 bohr^3
Be alpha, u=0.2 hartree: bare 23.4533, RPA 16.8177 bohr^3
Be alpha, u=1.0 hartree: bare 3.6907, RPA 3.4379 bohr^3
Be static alpha, finite field: 20.4847 bohr^3
H2 static RPA alpha parallel: 3.5730 bohr^3
H2 static RPA alpha perpendicular: 2.7227 bohr^3
Be-Be: C6 RPA 137.762, bare 256.606 hartree bohr^6
  C6 from E2 at large R: 137.759 hartree bohr^6
  R=30 bohr: supermolecule -200.270 nanohartree
  R=30 bohr: E2 -200.272 nanohartree
  R=30 bohr: -C6/R^6 -188.975 nanohartree
  HF interaction 0.000 nanohartree; max overlap 5.3e-07
Be-H2 along: C6 RPA 30.286, bare 50.818 hartree bohr^6
  C6 from E2 at large R: 30.286 hartree bohr^6
  R=30 bohr: supermolecule -43.334 nanohartree
  R=30 bohr: E2 -43.353 nanohartree
  R=30 bohr: -C6/R^6 -41.545 nanohartree
  HF interaction -0.078 nanohartree; max overlap 7.7e-09
Be-H2 across: C6 RPA 26.547, bare 42.183 hartree bohr^6
  C6 from E2 at large R: 26.546 hartree bohr^6
  R=30 bohr: supermolecule -37.614 nanohartree
  R=30 bohr: E2 -37.619 nanohartree
  R=30 bohr: -C6/R^6 -36.415 nanohartree
  HF interaction -0.020 nanohartree; max overlap 2.9e-09
Distances for the large-R limit: 60 and 120 bohr
Be-Be C8 estimate in this basis: 7276 hartree bohr^8
Be-H2 orientation-averaged C6: 27.793 hartree bohr^6
Be-H2 averaged C6, pole sum: 27.793 hartree bohr^6
Be-Be C6 RPA, converted: 82.317 eV angstrom^6
Be-Be C6, PBE orbitals: RPA 163.81, bare 611.36 hartree bohr^6
Coupling factor in remainder test: 65.90 (and twice this)
Order of remainder in coupling: 4.0221
Remainder / fourth-order term: 1.0050
```
